# Berry Curvature as a Lower Bound on the Spread of a Band

An electron in a filled, isolated band can be described by Bloch waves extended over the whole crystal or, if the band allows it, by Wannier functions, one for each cell. How compact can these localized functions be? Part of the answer depends on the phases chosen for the Bloch waves, and part cannot be altered by any such choice. In two dimensions the Berry curvature sets a floor under the second part. The floor survives even when the band has a non-zero Chern number and well-localized Wannier functions do not exist. An electron of isotropic mass in a uniform magnetic field, in its lowest Landau level, sits on this floor.

Let the cell have area $A$, and write the Bloch states as $\psi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}$, with $u_{\mathbf k}$ normalized over one cell. The band is separated by a gap from all others, so that $u_{\mathbf k}$ can be chosen differentiable near each $\mathbf k$. The average over the Brillouin zone, whose area is $(2\pi)^2/A$, is

$$\overline{f}=\frac{A}{(2\pi)^2}\int f(\mathbf k)\,d^2k .$$

Suppose first that $\psi_{\mathbf k}$ is smooth and periodic over the whole zone. The Wannier function of the home cell is $W=\overline{\psi_{\mathbf k}}$. Since $r_je^{i\mathbf k\cdot\mathbf r}=-i\partial_je^{i\mathbf k\cdot\mathbf r}$, with $\partial_j=\partial/\partial k_j$, an integration by parts gives

$$r_jW=\overline{(-i\partial_je^{i\mathbf k\cdot\mathbf r})u_{\mathbf k}}=\overline{e^{i\mathbf k\cdot\mathbf r}\,i\partial_ju_{\mathbf k}} .$$

The boundary terms cancel because $\psi_{\mathbf k}$ is periodic. Bloch functions of different $\mathbf k$ are orthogonal, hence

$$\langle r_j\rangle=\overline{\mathcal A_j},\qquad \langle r^2\rangle=\sum_j\overline{\langle\partial_ju|\partial_ju\rangle},\qquad \mathcal A_j=i\langle u|\partial_ju\rangle .$$

The Berry connection $\mathcal A_j$ is real, because differentiating $\langle u|u\rangle=1$ shows that $\langle u|\partial_ju\rangle$ is imaginary. Let $P=|u\rangle\langle u|$ and split the derivative into parts along and orthogonal to $u$:

$$|\partial_ju\rangle=-i\mathcal A_j|u\rangle+|w_j\rangle,\qquad |w_j\rangle=(1-P)|\partial_ju\rangle .$$

The quantum geometric tensor is the matrix of overlaps of the orthogonal parts,

$$Q_{ij}=\langle w_i|w_j\rangle=\langle\partial_iu|(1-P)|\partial_ju\rangle,\qquad g_{ij}=\mathrm{Re}\,Q_{ij}.$$

Thus $\langle\partial_ju|\partial_ju\rangle=g_{jj}+\mathcal A_j^2$, and the Wannier spread separates as

$$\langle r^2\rangle-|\langle\mathbf r\rangle|^2=S_I+\overline{|\boldsymbol{\mathcal A}-\overline{\boldsymbol{\mathcal A}}|^2},\qquad S_I=\overline{\mathrm{tr}\,g}.$$

A change of phase $u\to e^{i\chi(\mathbf k)}u$ turns $\partial_ju$ into $e^{i\chi}(\partial_ju+i(\partial_j\chi)u)$. The projector $1-P$ removes the added term, and the phase factors cancel in $Q_{ij}$. The connection does change, $\mathcal A_j\to\mathcal A_j-\partial_j\chi$. Hence $S_I$ is the invariant spread, and the remaining term, which is never negative, is what a good choice of phases can reduce. It cannot in general be reduced to zero: it vanishes only for constant $\boldsymbol{\mathcal A}$, and adding a gradient does not change the curl of $\boldsymbol{\mathcal A}$, so a residue remains whenever that curl, the curvature introduced next, is non-zero somewhere.

The imaginary part of $Q$ is the Berry curvature. In $\Omega=\partial_x\mathcal A_y-\partial_y\mathcal A_x$ the terms with second derivatives of $u$ cancel, leaving

$$\Omega=i\left(\langle\partial_xu|\partial_yu\rangle-\langle\partial_yu|\partial_xu\rangle\right)=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle .$$

The decomposition above gives $\langle\partial_xu|\partial_yu\rangle=\mathcal A_x\mathcal A_y+Q_{xy}$. The product of connections is real, so $\Omega=-2\,\mathrm{Im}\,Q_{xy}$.

Now metric and curvature can be compared. For $\tau=\pm1$, the squared norm of $w_x+i\tau w_y$ cannot be negative:

$$\begin{aligned}0&\le\langle w_x+i\tau w_y|w_x+i\tau w_y\rangle\\&=Q_{xx}+Q_{yy}+i\tau(Q_{xy}-Q_{yx})\\&=\mathrm{tr}\,g+i\tau(2i\,\mathrm{Im}\,Q_{xy})=\mathrm{tr}\,g+\tau\Omega .\end{aligned}$$

The third line uses $Q_{yx}=Q_{xy}^*$. Taking both signs of $\tau$,

$$\mathrm{tr}\,g\ge|\Omega| .$$

Equality at a given $\mathbf k$ means that $w_x+iw_y$ or $w_x-iw_y$ vanishes: moving in $k_y$ must change the state as moving in $k_x$ does, apart from a factor $\pm i$.

The determinant shows where a surplus comes from. The Cauchy–Schwarz inequality $Q_{xx}Q_{yy}\ge|Q_{xy}|^2$ reads $g_{xx}g_{yy}\ge g_{xy}^2+\Omega^2/4$, or $2\sqrt{\det g}\ge|\Omega|$. Moreover,

$$(\mathrm{tr}\,g)^2-4\det g=(g_{xx}-g_{yy})^2+4g_{xy}^2\ge0 .$$

Together these give

$$\mathrm{tr}\,g\ge2\sqrt{\det g}\ge|\Omega| .$$

The first gap measures the anisotropy of the metric. The second closes when $w_x$ and $w_y$ are parallel as complex vectors. In a two-band model this is automatic, since one direction remains outside the band. With three bands it need not happen. For the lowest band of a randomly chosen three-band model, at $\mathbf k=(0.7,1.1)/a$ with $a$ the lattice constant, the three quantities are $0.753$, $0.514$ and $0.334\,a^2$. There the metric came from distances between neighbouring states and the curvature from the phase around a small loop, so that neither was read from $Q$. The chain was tested in this way at 301 points.

Define the Chern number by $2\pi C=\int\Omega\,d^2k$. Averaging the pointwise bound gives

$$S_I\ge\overline{|\Omega|}\ge\left|\overline{\Omega}\right|=\frac{A}{(2\pi)^2}\,2\pi|C|=\frac{A|C|}{2\pi}.$$

The last value is reached when two conditions hold together: the pointwise bound is saturated throughout the zone, apart from a set of zero area, and the curvature does not change sign. The intermediate value $\overline{|\Omega|}$ is the sharper bound, and it can be positive even when $C=0$.

For $C\neq0$ the meaning of $S_I$ needs care. If $\psi_{\mathbf k}$ were smooth and periodic, then $u_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{\mathbf k}$ for every reciprocal lattice vector $\mathbf G$. The factor does not depend on $\mathbf k$, so $\mathcal A$ would be periodic and the zone integral of its curl would vanish. A non-zero $C$ therefore forbids such a gauge. It also forbids exponentially decaying Wannier functions, because their Bloch sums would supply one.

Suppose the gauge is periodic, and smooth except at one point $\mathbf k_0$. Stokes' theorem outside a small circle around $\mathbf k_0$, traversed anticlockwise, gives $\oint\boldsymbol{\mathcal A}\cdot d\mathbf k\to-2\pi C$ as its radius $q$ shrinks. Near $\mathbf k_0$ the state differs from a locally smooth one by a phase $\chi$, whose change around the circle is a multiple of $2\pi$, so $C$ is an integer. If $\mathcal A_\theta$ is the tangential component, Cauchy–Schwarz on the circle gives, for small $q$,

$$(2\pi C)^2\simeq\left(\int_0^{2\pi}\mathcal A_\theta\,q\,d\theta\right)^2\le2\pi q^2\int_0^{2\pi}\mathcal A_\theta^2\,d\theta .$$

Dividing by $2\pi q^2$ and integrating with the area element $q\,dq\,d\theta$ shows that, to leading order,

$$\int|\boldsymbol{\mathcal A}|^2\,d^2k\gtrsim2\pi C^2\int\frac{dq}{q},$$

which diverges logarithmically at $q=0$. With several isolated singular points the windings add up to the total, so at least one is non-zero and the conclusion stands. In all these gauges the gauge-dependent part of the spread is infinite, while $S_I$ remains finite.

The finite part can be read in real space without Wannier functions. From the decomposition of $\partial_ju$, the terms in $\mathcal A_j$ cancel in

$$\partial_jP=|w_j\rangle\langle u|+|u\rangle\langle w_j| .$$

Because $\langle u|w_j\rangle=0$, squaring and taking the trace gives $\mathrm{Tr}(\partial_jP)^2=2g_{jj}$. In a tight-binding model with all orbitals on lattice points, let $P(\mathbf R)=\overline{e^{i\mathbf k\cdot\mathbf R}P(\mathbf k)}$. Differentiation in $k_j$ multiplies this Fourier coefficient by $R_j$ and a phase, so Parseval's theorem gives

$$S_I=\frac12\sum_{\mathbf R}|\mathbf R|^2\,\mathrm{Tr}\left[P(\mathbf R)^\dagger P(\mathbf R)\right].$$

The invariant spread thus measures the range of the projector, that is, of the one-particle density matrix of the filled band. The bound says that a Chern band cannot have an arbitrarily short-ranged density matrix.

A charged particle in a uniform magnetic field shows that the floor can be reached. For an electron of charge $-e$ in a field $B$ along $+z$, let $\boldsymbol\Pi=-i\nabla+e\mathbf A_{\rm em}/\hbar$, where $\mathbf A_{\rm em}$ is the vector potential. With the magnetic length $l=\sqrt{\hbar/(eB)}$,

$$[\Pi_x,\Pi_y]=-\frac{ie}{\hbar}(\partial_xA_{{\rm em},y}-\partial_yA_{{\rm em},x})=-\frac{i}{l^2},$$

where these two derivatives act on position. In the gauge $e\mathbf A_{\rm em}/\hbar=(0,x/l^2)$, the translations that commute with $\boldsymbol\Pi$ are

$$T_xf=e^{iL_xy/l^2}f(x+L_x,y),\qquad T_yf=f(x,y+L_y).$$

Applied in opposite orders they differ by the factor $e^{iL_xL_y/l^2}$. They commute for $L_xL_y=2\pi l^2$, a cell containing one flux quantum. This is the magnetic cell, $A=2\pi l^2$. Bloch states have eigenvalues $e^{ik_xL_x}$ and $e^{ik_yL_y}$, so $u_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\psi_{\mathbf k}$ obeys $T_xu=T_yu=u$, conditions that do not contain $\mathbf k$. All the $\mathbf k$ dependence is in the replacement of $\boldsymbol\Pi$ by $\boldsymbol\Pi+\mathbf k$. Define

$$b_{\mathbf k}=\frac{l}{\sqrt2}\left[(\Pi_x+k_x)-i(\Pi_y+k_y)\right].$$

Its commutator is

$$[b_{\mathbf k},b_{\mathbf k}^\dagger]=\frac{l^2}{2}\left(i[\Pi_x,\Pi_y]-i[\Pi_y,\Pi_x]\right)=\frac{l^2}{2}\cdot\frac{2}{l^2}=1,$$

and multiplying out the product gives $b_{\mathbf k}^\dagger b_{\mathbf k}=\frac{l^2}{2}|\boldsymbol\Pi+\mathbf k|^2-\frac12$. For an isotropic mass the kinetic energy is therefore that of an oscillator with states $u_n$, and the lowest level satisfies $b_{\mathbf k}u_0=0$.

There is one such state at each $\mathbf k$. Periodicity in $y$ allows the expansion $u_0=\sum_nc_n(x)e^{2\pi iny/L_y}$. The condition $b_{\mathbf k}u_0=0$ is a first-order differential equation for each $c_n$, which fixes it up to a constant, and $T_xu_0=u_0$ requires $c_{n+1}(x)=c_n(x+L_x)$, which ties all the constants together. Higher levels are also single, because the lowering operator maps independent states of one level to independent states of the level below.

Differentiate $b_{\mathbf k}u_0=0$, using $\partial_xb_{\mathbf k}=l/\sqrt2$ and $\partial_yb_{\mathbf k}=-il/\sqrt2$:

$$b_{\mathbf k}\,\partial_xu_0=-\frac{l}{\sqrt2}u_0,\qquad b_{\mathbf k}\,\partial_yu_0=\frac{il}{\sqrt2}u_0 .$$

The derivatives obey the same boundary conditions and can be expanded in the $u_n$. Since $b_{\mathbf k}u_n=\sqrt n\,u_{n-1}$, these equations fix the coefficient of $u_1$ and set those of all higher states to zero. The part along $u_0$ is removed by $1-P$, so

$$w_x=-\frac{l}{\sqrt2}u_1,\qquad w_y=\frac{il}{\sqrt2}u_1,\qquad Q=\frac{l^2}{2}\begin{pmatrix}1&-i\\i&1\end{pmatrix}.$$

Thus $\mathrm{tr}\,g=l^2$ and $\Omega=-2(-l^2/2)=l^2$. The combination $w_x-iw_y$ vanishes, as saturation requires. The zone area is $(2\pi)^2/(2\pi l^2)=2\pi/l^2$, and therefore

$$C=\frac{1}{2\pi}\,l^2\,\frac{2\pi}{l^2}=1,\qquad S_I=l^2=\frac{A}{2\pi}.$$

Reversing the field reverses the sign of $C$ and leaves $S_I$ unchanged. At $B=10$ T the magnetic length is $8.113$ nm and the cell area is $413.57\ \mathrm{nm}^2$. The floor is $413.57/(2\pi)=65.82\ \mathrm{nm}^2$, and the invariant spread is $(8.113\ \mathrm{nm})^2=65.82\ \mathrm{nm}^2$. The mass does not enter: it sets the energy spacing, not the shape of the states. This holds for a purely parabolic kinetic energy. In a crystal it is the limit $l\gg a$: on a square tight-binding lattice the lowest magnetic band lies about 8% above the floor at a quarter of a flux quantum per plaquette and about 0.1% above it at a sixteenth.

A flat energy and a uniform curvature are not enough for saturation, as the higher levels show. With $N=b_{\mathbf k}^\dagger b_{\mathbf k}$, differentiating $Nu_n=nu_n$ gives $(N-n)\partial_ju_n=-(\partial_jN)u_n$, where

$$\partial_xN=\frac{l}{\sqrt2}(b_{\mathbf k}+b_{\mathbf k}^\dagger),\qquad\partial_yN=\frac{il}{\sqrt2}(b_{\mathbf k}-b_{\mathbf k}^\dagger).$$

The factor $N-n$ equals $+1$ on $u_{n+1}$ and $-1$ on $u_{n-1}$. Dividing by it,

$$\begin{aligned}w_x&=\frac{l}{\sqrt2}\left(-\sqrt{n+1}\,u_{n+1}+\sqrt n\,u_{n-1}\right),\\w_y&=\frac{il}{\sqrt2}\left(\sqrt{n+1}\,u_{n+1}+\sqrt n\,u_{n-1}\right).\end{aligned}$$

Each vector has squared norm $(2n+1)l^2/2$, and $Q_{xy}=\frac{il^2}{2}[-(n+1)+n]=-il^2/2$. Hence

$$\mathrm{tr}\,g=(2n+1)l^2,\qquad\Omega=l^2 .$$

The contributions of the two neighbouring levels add in the metric but have opposite signs in the curvature, $(n+1)l^2$ and $-nl^2$. The trace also equals the mean square cyclotron radius: the position relative to the orbit centre is $l^2(\Pi_y,-\Pi_x)$ when $\boldsymbol\Pi$ acts on $\psi_{\mathbf k}$, and its mean square is $l^4\langle\Pi^2\rangle=(2n+1)l^2$. Levels 1 and 2 therefore lie at three and five times the floor.

Mass anisotropy spoils saturation in another way. Let $\lambda=\sqrt{m_x/m_y}$. The kinetic energy is then proportional to $\Pi_x^2+\lambda^2\Pi_y^2$, and the normalized lowering operator becomes

$$b_{\mathbf k}=\frac{l}{\sqrt{2\lambda}}\left[(\Pi_x+k_x)-i\lambda(\Pi_y+k_y)\right].$$

The same differentiation gives $w_x=-(l/\sqrt{2\lambda})u_1$ and $w_y=il\sqrt{\lambda/2}\,u_1$, so

$$\mathrm{tr}\,g=\frac{l^2}{2}\left(\lambda+\frac1\lambda\right),\qquad2\sqrt{\det g}=\Omega=l^2 .$$

For $\lambda=2$ the trace is $1.25\,l^2$. The determinant bound stays saturated, but the orbit is now elliptical, and a spread that weights $x$ and $y$ equally registers this. Explicit magnetic Bloch functions, differentiated numerically, confirm these results for $n=0,1,2$ and for $\lambda=2$.

A lattice band shows how a more ordinary case compares. Take two orbitals on each point of a square lattice and, in units of a hopping energy, $H=\mathbf d\cdot\boldsymbol\sigma$ with Pauli matrices $\boldsymbol\sigma$ and

$$\mathbf d=(\sin k_xa,\ \sin k_ya,\ m+\cos k_xa+\cos k_ya).$$

For the lower band, in units of $a^2$:

| $m$ | $C$ | $S_I$ | $\overline{\lvert\Omega\rvert}$ | $\lvert C\rvert/2\pi$ |
|---|---|---|---|---|
| $-0.5$ | 1 | 0.286 | 0.213 | 0.159 |
| $-1.0$ | 1 | 0.227 | 0.189 | 0.159 |
| $-1.5$ | 1 | 0.194 | 0.178 | 0.159 |
| $-3.0$ | 0 | 0.039 | 0.030 | 0 |

At $m=-1$ the invariant spread is $0.227/0.159\simeq1.43$ times the floor. The excess has two sources. Since $2\sqrt{\det g}=|\Omega|$ for two bands, the difference $0.227-0.189=0.038$ is due to anisotropy of the metric. The difference $0.189-0.159=0.030$ shows that the curvature changes sign within the zone; otherwise $\overline{|\Omega|}$ would equal $|\overline\Omega|$. The projector sum in real space reproduces $S_I$ in all four cases.

The phases of the lower band can be fixed by writing

$$u=\frac{1}{\mathcal N}\begin{pmatrix}d_z-|\mathbf d|\\d_x+id_y\end{pmatrix},$$

with $\mathcal N$ the norm. The upper component of $Hu$ is proportional to $d_z^2-d_z|\mathbf d|+d_x^2+d_y^2=-|\mathbf d|(d_z-|\mathbf d|)$, and the lower one to $(d_x+id_y)(d_z-|\mathbf d|-d_z)=-|\mathbf d|(d_x+id_y)$, as an eigenvector of energy $-|\mathbf d|$ requires. The expression fails where $d_x=d_y=0$ and $d_z>0$.

At $m=-3$, $d_z$ is negative throughout the zone and the gauge is smooth. The Wannier spread computed in real space is $0.0398\,a^2$, made up of $0.0387\,a^2$ invariant and $0.0011\,a^2$ gauge-dependent spread. Because the curvature is not zero, no choice of phases removes the latter; this gauge is already close to the best one, which still leaves $0.0011\,a^2$. The Chern number puts no floor under this band, but its local curvature still demands at least $0.0298\,a^2$.

At $m=-1$, the four points with $d_x=d_y=0$ have $d_z=1,-1,-1,-3$, and the gauge fails at $\mathbf k=0$ alone. Close to it $u\simeq(0,e^{i\theta})$, where $\theta$ is the polar angle of $\mathbf k$, so $\mathcal A_\theta\simeq-1/q$ and the circulation $-2\pi$ agrees with $C=1$. On an $N\times N$ mesh the smallest resolved $q$ scales as $1/N$. Doubling $N$ should therefore add, for large $N$,

$$\frac{a^2}{(2\pi)^2}\,2\pi\ln2=\frac{a^2\ln2}{2\pi}\simeq0.1103\,a^2 .$$

The computed spread rises from $1.0934$ to $1.2037\,a^2$ between $N=256$ and $512$, an increase of $0.1103\,a^2$. It has no limit, while $S_I$ stays at $0.227\,a^2$.

The metric and the curvature also depend on where the orbitals are placed. Moving orbital $\alpha$ by $\mathbf t_\alpha$ multiplies its component $u_\alpha$ by $e^{-i\mathbf k\cdot\mathbf t_\alpha}$ and adds $\sum_\alpha\mathbf t_\alpha|u_\alpha|^2$ to the connection. This addition is smooth and periodic, so it can redistribute $\Omega$ but cannot change $C$. The metric and $S_I$ may change, yet the floor $A|C|/(2\pi)$ applies to every placement. What the argument cannot do without is the gap: where bands touch, $P(\mathbf k)$ need not be differentiable, and neither the metric nor the Chern number of the single band is then assured. The numerical output below lists the computed values.

## Calculated quantities

```
Landau levels, lengths in magnetic length l, cell area 2 pi l^2
n=0 lambda=1: S_I = mean tr g = 1.0000 l^2, Omega = 1.0000 l^2, C = 1.0000
n=1 lambda=1: S_I = mean tr g = 3.0000 l^2, Omega = 1.0000 l^2, C = 1.0000
n=2 lambda=1: S_I = mean tr g = 5.0000 l^2, Omega = 1.0000 l^2, C = 1.0000
n=0 lambda=2: S_I = mean tr g = 1.2500 l^2, Omega = 1.0000 l^2, C = 1.0000
bound A|C|/(2 pi) = 1.0000 l^2
magnetic field = 10.0 T
magnetic length l = 8.113 nm
side of square magnetic cell = 20.336 nm
magnetic cell area A = 413.57 nm^2
lowest level S_I = 65.821 nm^2
bound A|C|/(2 pi) = 65.821 nm^2
Random three-band model, lowest band, lattice constant a
k = (0.7, 1.1) / a
tr g = 0.75252 a^2
2 sqrt(det g) = 0.51421 a^2
|Omega| = 0.33416 a^2
number of k points tested = 301
Two-band lattice model, lower band, cell area a^2
m=-0.5: C = 1, S_I = 0.28629 a^2, mean |Omega| = 0.21337 a^2, bound = 0.15915 a^2
   ratio S_I / bound = 1.7988
m=-1.0: C = 1, S_I = 0.22682 a^2, mean |Omega| = 0.18923 a^2, bound = 0.15915 a^2
   ratio S_I / bound = 1.4251
m=-1.5: C = 1, S_I = 0.19415 a^2, mean |Omega| = 0.17806 a^2, bound = 0.15915 a^2
   ratio S_I / bound = 1.2199
m=-3.0: C = 0, S_I = 0.03874 a^2, mean |Omega| = 0.02983 a^2, bound = 0.00000 a^2
Wannier spread, trivial phase m=-3.0
total = 0.03983 a^2
invariant part = 0.03874 a^2
gauge-dependent part = 0.00109 a^2
Spread on an N x N mesh, Chern phase m=-1.0, one gauge vortex
N = 128: total spread = 0.98307 a^2
N = 256: total spread = 1.09340 a^2
N = 512: total spread = 1.20372 a^2
growth from N=256 to N=512 = 0.11032 a^2
predicted growth ln2/(2 pi) = 0.11032 a^2
```
